# Integer charge transport by a proton in insulating water

## The decision: Born charges or integer charges

To obtain the ionic conductivity of water from a first-principles trajectory, one must choose the charges that multiply the nuclear velocities. Born effective charges give the electric current at each instant, but they are tensors that change with every configuration and cost a response calculation at every sampled step. Constant integers, $+1$ for hydrogen and $-2$ for oxygen, cost nothing and give a wrong instantaneous current. For the static conductivity the two choices nevertheless agree, under conditions stated below. The reason is that a proton carried around a closed periodic path transports an integer charge.

The setting is a periodic cell of fixed size. In one dimension its length is $L$, and "closed" means that the proton goes from $R$ to its periodic image $R+L$ while all other nuclei end where they began. The nuclei are classical and slow, and the electrons are spin-paired and described by a mean-field Hamiltonian, for instance that of Kohn-Sham theory. The macroscopic electric field is held at zero, so the Hamiltonian is periodic. The gap between occupied and empty states stays open along the path. Charges are in units of $e$, and the electron has charge $-1$.

## Why the instantaneous charge is not an integer

Let $X$ be the sum of the centres of the occupied electron pairs in one cell. When the proton moves by $dR$, the dipole changes by $dR$ from the nucleus and by $-2\,dX$ from the pairs. The Born charge is therefore

$$Z^*(R)=1-2\,\frac{dX}{dR}. \tag{1}$$

It measures how far the surrounding electrons shift per unit proton displacement, which is a polarizability-like response and can take any real value.

To find $dX/dR$, let $H(k,R)$ act on the cell-periodic states $|n\rangle$ with energies $E_n$. The velocity operator is $\partial_kH/\hbar$. For a slowly moving proton write the evolving state, up to a phase, as $|n\rangle+\sum_m c_m|m\rangle$. The phase rotates at the rate $-E_n/\hbar$. To first order in $\dot R$, the component of the Schrödinger equation along $|m\rangle$ reads

$$i\hbar\dot R\,\langle m|\partial_R n\rangle+E_nc_m=E_mc_m
\;\Rightarrow\;
c_m=\frac{i\hbar\dot R\,\langle m|\partial_R n\rangle}{E_m-E_n}.$$

The first-order velocity is $2\,\mathrm{Re}\sum_m c_m\langle n|\partial_kH|m\rangle/\hbar$. Differentiating $H|n\rangle=E_n|n\rangle$ gives $\langle m|\partial_kH|n\rangle=(E_n-E_m)\langle m|\partial_k n\rangle$, and the same with $R$ in place of $k$. The energy denominator cancels, and the first-order velocity is $\dot R\,\Omega_n$ with $\Omega_n=-2\,\mathrm{Im}\sum_{m\ne n}\langle m|\partial_Rn\rangle^*\langle m|\partial_kn\rangle$. Written with the derivatives of $H$, this is

$$\Omega_n=-2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle m|\partial_RH|n\rangle^*\langle m|\partial_kH|n\rangle}{(E_n-E_m)^2}. \tag{2}$$

The zeroth-order velocity $\partial_kE_n/\hbar$ drops out, because its sum over filled bands integrates to zero over the zone. Each band has $L\,dk/2\pi$ states per cell, so

$$\frac{dX}{dR}=\frac{L}{2\pi}\int_0^{2\pi/L}dk\sum_{n\,\rm occ}\Omega_n. \tag{3}$$

If $m$ and $n$ are both occupied, exchanging them replaces the product in (2) by its complex conjugate. The two imaginary parts cancel, so the sum over $m$ runs over empty states. An open gap to those states keeps the response finite. Nothing in (3) makes it an integer or half-integer at a given $R$.

## Why the closed path gives an integer

The summed response is also a curl. Define $A_k=\sum_{\rm occ}i\langle u_n|\partial_ku_n\rangle$ and $A_R$ likewise, where $u_n$ are the occupied states. Differentiation gives

$$\partial_RA_k-\partial_kA_R=\sum_{\rm occ}i\big(\langle\partial_Ru_n|\partial_ku_n\rangle-\langle\partial_ku_n|\partial_Ru_n\rangle\big)=\sum_{\rm occ}\Omega_n .$$

Choose states that vary smoothly with $R$ and satisfy $u_{k+2\pi/L}=e^{-2\pi ix/L}u_k$. The factor does not depend on $R$, so $A_R$ is periodic in $k$ and $\int dk\,\partial_kA_R=0$. Equation (3) then integrates to

$$X(R)=\frac{L}{2\pi}\int_0^{2\pi/L}dk\,A_k. \tag{4}$$

At the end of the path the proton sits on its periodic image. The Hamiltonian is the initial one, and so is the space of occupied states. The individual states carried along the path may differ from the initial ones by a unitary mixing $U(k)$, periodic in $k$. Write $\det U=e^{i\beta(k)}$. The mixing changes $A_k$ by

$$i\,\mathrm{tr}\,(U^\dagger\partial_kU)=i\,(i\,\partial_k\beta)=-\partial_k\beta .$$

Since $e^{i\beta}$ is periodic, $\beta$ grows across the zone by $2\pi w$ with $w$ an integer. Hence $X$ changes by $-wL\equiv CL$, and

$$Q\equiv\frac1L\oint Z^*\,dR=1-2C. \tag{5}$$

In physical terms, the electrons may slosh by any amount during the trip, but at the end the set of pair centres must coincide with the initial set, repeated with period $L$. The net shift is a whole number of cells. The factor 2 comes from spin pairing and makes $Q$ odd. If the two spins differ, $2C$ becomes $C_\uparrow+C_\downarrow$ and even values are allowed.

If other nuclei move and return, $\partial_RH\,dR$ is replaced by the full change of $H$. The proof then applies to the sum over all nuclei, and the proton's own share need not be an integer. The same holds for a relay, in which each proton advances one hop and takes its neighbour's place. Identical nuclei leave the Hamiltonian unchanged, and the proton displacements add up to $L$.

In a three-dimensional cell, (5) applies to the component along the path at each transverse wave vector. An integer that varies continuously with that vector is constant, so averaging over it changes nothing. A transverse component of the transported dipole can be an even multiple of the transverse cell length. It is zero if the path can be deformed, with the gap open, into one on which every pair returns to its own molecule.

## Which integer: the pair stays or follows

A one-molecule cell shows what selects $C$. Let the molecule be a Gaussian well of depth $D_0$ at the origin and the proton one of depth $D$ at $R$, both of width $\sigma$. With $b=2\pi/L$ and $r=D/D_0$, the first harmonic of the potential is

$$V(x)=-2vD_0\,\mathrm{Re}\big[(1+re^{-ibR})e^{ibx}\big],\qquad v=\frac{\sigma\sqrt{2\pi}}{L}e^{-b^2\sigma^2/2}.$$

Keep this harmonic alone. The potential is then symmetric about its minimum, at $x=-\chi/b$ with $\chi=\arg(1+re^{-ibR})$, and the electron pair is centred there. Differentiating the phase,

$$\frac{dX}{dR}=\frac{r^2+r\cos bR}{1+r^2+2r\cos bR}. \tag{6}$$

For $r<1$ the number $1+re^{-ibR}$ does not encircle the origin. The pair sways and returns, so $C=0$ and $Q=+1$. For $r>1$ it encircles the origin once. The pair follows the proton, so $C=1$ and $Q=1-2=-1$, the charge of a hydride ion.

Equation (6) also explains the direction in which the Born charge swings, though its values hold only for the single harmonic. With the proton on the molecule, $Z^*=(1-r)/(1+r)$, which is below 1 because the pair is partly dragged along. With the proton midway between molecules and $r<1$, $Z^*=(1+r)/(1-r)$, which is above 1. There the molecule being left relaxes backwards, while the one ahead has its electrons pulled back towards the proton. Both electron shifts oppose the proton's motion and add to its positive current.

At $r=1$ and $R=L/2$ the full potential has period $L/2$. The states at $k=\pm\pi/L$ are then distinct states of the shorter lattice with equal energy, while in the cell of length $L$ they belong to the same $k$. The gap closes, and this metallic point separates the two integers.

For $L=0.28$ nm, $\sigma=0.05$ nm and $D_0=24$ eV, the calculated charge is $+1.000$ at $D=12$ eV and $-1.000$ at $D=48$ eV. To leading order in the potential the smallest gap at $D=12$ eV is $2v|D_0-D|=2(0.239)(12)\approx5.7$ eV, and the full calculation gives 6.1 eV. A small loop in the $(R,D)$ plane around the metallic point, with amplitudes 0.05 nm and 10 eV and run counterclockwise (towards larger $R$ on the shallow side), transports $+2.000$ although no nucleus has a net displacement. This equals the difference $1-(-1)$ between the two long paths, as it must: together they bound a strip containing the point. Traversing the loop backwards reverses the sign. In water, the role of $D$ could be played by other nuclear coordinates that shift the proton's level relative to those of the molecules.

## How large the effects are

A less symmetric example has three molecules in a cell of 0.84 nm, at 0, 0.27 and 0.57 nm, with depths 24, 22 and 26 eV. Each carries one electron pair. The proton well is 10 eV deep, all widths are 0.05 nm, and the molecules are first held fixed. The smallest gap on the path is 7.7 eV.

The Born charge is 0.44, 0.39 and 0.47 with the proton on the three molecules, and 1.82, 1.84 and 1.78 near the midpoints between them. Its mean over the successive hops is 0.9934, 1.0063 and 0.9996. These are close to 1 because each hop joins similar surroundings. For identical, equally spaced molecules $Z^*$ would repeat at each hop, and each mean would equal the loop average. Here the whole loop is needed:

$$Q=\frac{0.27(0.9934)+0.30(1.0063)+0.27(0.9996)}{0.84}=1.000 .$$

This is $1.602\times10^{-19}$ C.

Direct solution of the time-dependent Schrödinger equation, with the current added up over the trip, assumes neither (3) nor (5). The proton starts and stops smoothly, takes 40 fs and reaches 0.042 nm/fs, about 27 times its thermal speed at 300 K. The transported charge is 1.0000. The output below lists 0.99999 and about $4\times10^{-6}$ excited electrons per cell, but these residues are the error of the 0.004 fs split-operator step. The same step leaves $3.6\times10^{-6}$ with the proton at rest, and this falls as the fourth power of the step. Propagation with exact exponentials in 0.01 fs steps gives a charge within $10^{-6}$ of 1 and an excitation of order $10^{-14}$.

Next, let the molecules be pulled towards the passing proton by up to 0.012 nm and then return. The total is again 1.000, but the proton's own share is 0.932. The missing 0.068 is carried by molecules with no net displacement: their Born charges differ between the outward and return parts of their motion, so the contributions do not cancel.

Finally, a self-consistent potential proportional to the electron density, of strength 0.3 eV nm, was added with the molecules held fixed. It changes the Born charge by up to 0.10 and lowers the smallest gap to 6.1 eV, while the loop charge stays at 1.000. The interaction alters the path of the pair centres but not their final set, provided the self-consistent solution returns to itself.

## Beside real water

The molecular spacing, near 0.28 nm, and a gap of several eV are in the rough range of liquid water. The well depths are round numbers, and each molecule has one pair instead of four valence pairs. In one dimension the proton passes through the molecules, where a real one goes around or is relayed. The Born charges above are therefore not predictions for water.

An important omission is the long-range electron interaction. The bare Coulomb energy at 0.28 nm is 5.1 eV, comparable to the gap, so it can change $Z^*$ appreciably, and its effect on the gap has to be calculated. The integer survives if the gap does, and that must be established for the real system. Three other effects can be estimated for these parameters:

- **Speed.** At the thermal speed of 0.0016 nm/fs, the parameter $\hbar v_{\rm th}/(\sigma E_{\rm gap})$ is 0.003.
- **Thermal carriers.** The factor $\exp(-E_{\rm gap}/2k_BT)$ is below $10^{-64}$ at 300 K. Carriers from impurities or irradiation are not covered by this estimate.
- **Proton delocalization.** A free proton at 300 K has a quantum spread $\hbar/\sqrt{12m_pk_BT}$ of 0.012 nm per direction. Averaging over it narrows the Born charge range from 0.39–1.85 to 0.40–1.81. Averaging a periodic function over a fixed spread leaves its loop mean unchanged. A proton bound in a molecule has a different spread.

In electrochemical use, the assumption of an open gap needs particular care. At an electrode, or near a species that accepts or donates electrons, levels can cross. A detour around a spin-paired crossing of the kind shown above changes the transported charge by 2. If the gap closes on the path itself, (5) no longer applies.

## What to do

**Static conductivity.** In three dimensions let $\mathbf D(t)=\int_0^t\sum_i\mathsf Z_i^*\mathbf v_i\,dt'$ be the charge displacement from Born tensors, and $\mathbf D'(t)=\sum_iq_i\Delta\mathbf R_i$ the one from integers. Suppose that every closed path available to the liquid transports $\sum_iq_i\Delta\mathbf R_i$. Then $\mathbf D-\mathbf D'$ vanishes on closed paths and depends on the initial and final configurations alone. If any two configurations can be joined by a path of bounded length with the gap above a fixed positive value, this difference has a bound $B$. The triangle inequality for root-mean-square values gives

$$\Big|\sqrt{\langle|\mathbf D|^2\rangle}-\sqrt{\langle|\mathbf D'|^2\rangle}\Big|\le B .$$

Dividing by $\sqrt t$ removes the difference at long times. In a cell of volume $V$, both displacements therefore give the same

$$\sigma_{\rm ion}=\lim_{t\to\infty}\frac{e^2\langle|\mathbf D|^2\rangle}{6Vk_BTt}.$$

With $q_{\rm H}=+1$, the oxygen value follows from a rigid translation of the whole liquid, which transports no charge: $2q_{\rm H}+q_{\rm O}=0$, so $q_{\rm O}=-2$.

**Infrared spectra.** Keep the Born tensors or the dipole itself. The two currents differ by the time derivative of a bounded quantity. Its power spectrum carries a factor $\omega^2$, which suppresses it at low frequency but not at vibrational frequencies.

**Sampling in $k$.** The proof needs the integral over $k$, because $\partial_kA_R$ does not vanish at a single point. With the response taken at $k=0$ alone, the loop charge is 0.87 in the one-molecule cell with $D=12$ eV and 0.989 in the three-molecule cell. These cells differ in composition as well as length, so the pair does not isolate the effect of size. When the current is taken from the response at the sampled points, add $k$ points or enlarge the cell until the loop charge settles. This test does not apply to a dipole taken from the discrete Berry phase, which returns to itself modulo $L$ at any sampling. With a single $k$ point it gives a loop charge of 1.000 in both cells, while the Born charge midway in the one-molecule cell is 2.53 instead of the converged 2.65. In that case converge the Born charges themselves.

**Checking a path.** Monitor the gap along it, include the contributions of all moving nuclei, and integrate the Born current around the closed path. A result away from an odd integer, for one net proton winding with paired spins, points to coarse sampling, a missing nuclear contribution, a nonzero macroscopic field or a closed gap. An odd integer other than $+1$ means that electron pairs have moved by whole cells. The assignment $q_{\rm H}=+1$ then fails for that path. If all paths give the same other integer, as $-1$ for the deep proton well, that integer takes its place. If paths with the same winding give different integers, no constant charge works, and the conductivity needs the Born charges or the dipole followed along the trajectory. The individual values are in the numerical output below.

## Computed results

```
cell length 0.84 nm, well width 0.05 nm, pairs 3
molecule positions (nm): [0.   0.27 0.57]  depths (eV): [24.0, 22.0, 26.0]
proton well depth 10.0 eV
smallest gap on rigid path 7.68 eV
  Born charge at R = 0.000 nm: 0.4428 e
  Born charge at R = 0.135 nm: 1.8247 e
  Born charge at R = 0.270 nm: 0.3908 e
  Born charge at R = 0.420 nm: 1.8386 e
  Born charge at R = 0.570 nm: 0.4734 e
  Born charge at R = 0.705 nm: 1.7848 e
Born charge range 0.3901 to 1.8544 e
mean Born charge per hop (e): 0.9934 1.0063 0.9996
loop charge, response 1.000000 e = 1.6022e-19 C
largest response/Berry-phase difference 5.6e-05 e
translation sum rule: 3.000000 pairs
time evolution: duration 40 fs, step 0.004 fs
  peak proton speed 0.0420 nm/fs
  transported charge 0.99999 e
  electrons left excited per cell 3.8e-06
pulled molecules: largest shift 0.0121 nm, gap 7.87 eV
  total charge 1.00000 e, proton's own share 0.93165 e
mean field: strength 0.3 eV nm, smallest gap 6.10 eV
  Born charge range 0.3965 to 1.8314 e
  largest change of Born charge 0.0997 e
  loop charge 1.00000 e
one-molecule cell: length 0.28 nm, molecule depth 24.0 eV
  proton depth 12 eV: charge 1.00000 e, gap 6.08 eV
  proton depth 48 eV: charge -1.00000 e, gap 12.69 eV
  gap at equal depths, R = L/2, k = pi/L: 1.6e-13 eV
  small loop: amplitudes 0.05 nm and 10 eV
  small loop: charge 2.00000 e, gap 5.09 eV
k=0 response only: one-molecule cell 0.8704 e
k=0 response only: three-molecule cell 0.989277 e
temperature 300 K, thermal proton speed 0.00157 nm/fs
non-adiabatic parameter hbar v/(width*gap) 2.7e-03
log10 of thermal carrier factor exp(-gap/2kT) -64.5
free-proton quantum spread 0.0116 nm
  smoothed Born charge range 0.3993 to 1.8147 e
bare Coulomb energy at 0.28 nm 5.14 eV
```
